# Why hexagonal boron nitride has the larger ionic permittivity in plane

## The situation

Place a crystal of hexagonal boron nitride (h-BN) in an electric field that varies slowly compared with its lattice vibrations. The electrons shift, and so do the atoms: boron moves along the field and nitrogen against it. If the field is then made to oscillate much faster than the lattice can follow, but still too slowly to excite electrons across the gap, the atomic part of the response disappears. The drop in relative permittivity is the ionic contribution. For h-BN, the rounded data used in Section 3 give about 1.5 for a field along the layers and about 0.4 for a field across them.

This order is not obvious. The in-plane polar vibration has the higher frequency, near 1400 cm\(^{-1}\) against 780 cm\(^{-1}\) out of plane, and a stiff lattice should yield less to a field. Something must outweigh the stiffness. The candidate is the Born charge, the dipole created per unit displacement of the atoms. These notes separate charge from stiffness, weigh them, and then ask why the charges differ.

## 1. One polar mode in a field

Let \(u\) be the displacement of the cation relative to the anion along a principal direction \(i\), and \(\mathcal E\) the macroscopic field inside the crystal along that direction. Let \(V\) be the volume per cation–anion pair and \(e>0\) the elementary charge. To second order, the energy per pair is

\[
W=\tfrac12K_iu^2-Z_ie\,\mathcal E u-\tfrac12\varepsilon_0V(\varepsilon_{\infty,i}-1)\mathcal E^2 .
\]

The first term is the elastic cost at zero macroscopic field, the second couples the displacement to the field, and the third is the response of the electrons with the atoms held still. The dipole per pair is

\[
p=-\frac{\partial W}{\partial\mathcal E}=Z_ieu+\varepsilon_0V(\varepsilon_{\infty,i}-1)\mathcal E .
\]

So \(Z_i\) is the dipole per displacement, in units of \(e\), at fixed field. The force is \(-\partial W/\partial u=-K_iu+Z_ie\mathcal E\), so \(Z_i\) is also the force per field. The two readings agree because both are the same mixed derivative of \(W\).

In a static field the force vanishes, which gives \(u=Z_ie\mathcal E/K_i\). Inserting this in \(p\),

\[
\frac{p}{\varepsilon_0V\mathcal E}=(\varepsilon_{\infty,i}-1)+\frac{Z_i^2e^2}{\varepsilon_0VK_i}.
\]

The left side is the static relative permittivity minus one. The ionic contribution is therefore

\[
\boxed{\;\varepsilon_{{\rm ion},i}=\frac{Z_i^2e^2}{\varepsilon_0VK_i}\;}
\]

The charge enters squared because it acts twice: it sets the force that displaces the atoms, and it sets the dipole that the displacement produces.

With the centre of mass at rest, the kinetic energy is \(\tfrac12\mu\dot u^2\), where \(\mu\) is the reduced mass. At zero macroscopic field the frequency obeys \(\omega_{{\rm TO},i}^2=K_i/\mu\). The mass is needed to read \(K_i\) from a frequency, but it has no effect on the static response.

The use of one mode per direction needs a reason, since bulk h-BN has two layers and four atoms per cell. Inversion exchanges the two borons and exchanges the two nitrogens, while it reverses every displacement. A vibration with a dipole must be odd under inversion, so both borons move by the same vector, and so do both nitrogens. For each direction this leaves two independent patterns: a uniform translation, which has no dipole in a neutral crystal, and one relative motion of boron against nitrogen.

## 2. Charge against stiffness

Dividing the in-plane result (\(\parallel\)) by the out-of-plane result (\(\perp\)) cancels \(V\), \(e\) and \(\varepsilon_0\):

\[
\frac{\varepsilon_{{\rm ion},\parallel}}{\varepsilon_{{\rm ion},\perp}}
=\left(\frac{Z_\parallel}{Z_\perp}\right)^2\frac{K_\perp}{K_\parallel}.
\]

A larger in-plane charge raises the ratio; a larger in-plane stiffness lowers it. The in-plane contribution wins if

\[
\left|\frac{Z_\parallel}{Z_\perp}\right|>\sqrt{\frac{K_\parallel}{K_\perp}} .
\]

It is thus not enough that the in-plane charge is larger. It must be larger by more than the ratio of the two frequencies.

A simple spring model suggests one geometric reason for the stiffness difference. Suppose that the energy came from bond springs of constant \(k\) alone, all at their rest length, with bond vectors \(\mathbf d_j\) of length \(a\) from a cation to its three neighbours. An in-plane displacement \(u\) along \(x\) changes the bond lengths by \(-ud_{jx}/a\), at the cost

\[
\tfrac12k\sum_j\frac{u^2d_{jx}^2}{a^2}=\tfrac12\left(\tfrac32k\right)u^2,
\]

because \(d_{jx}/a=1,-\tfrac12,-\tfrac12\). An out-of-plane displacement changes each length by about \(u^2/2a\), so its spring energy starts at \(u^4\). The harmonic out-of-plane stiffness must then come from other forces, such as the resistance to bending, electrostatic forces between the ions and the coupling to neighbouring layers.

## 3. Reading the charge from the mode splitting

Charge and stiffness can be separated by comparing two electrical conditions. A transverse optical (TO) mode vibrates at \(\mathcal E=0\). A longitudinal optical (LO) mode vibrates with zero displacement field, \(\varepsilon_0\mathcal E+p/V=0\). Inserting \(p\),

\[
\varepsilon_0\varepsilon_\infty\mathcal E+\frac{Zeu}{V}=0
\quad\Rightarrow\quad
\mathcal E=-\frac{Zeu}{\varepsilon_0\varepsilon_\infty V}.
\]

This field opposes the displacement. The force becomes

\[
-Ku+Ze\mathcal E=-\left(K+\frac{Z^2e^2}{\varepsilon_0\varepsilon_\infty V}\right)u ,
\]

and the bracket is the longitudinal stiffness \(K_{\rm LO}\). Dividing by \(\mu\) and rearranging gives

\[
\frac{Z^2e^2}{\varepsilon_0V\mu}=\varepsilon_\infty(\omega_{\rm LO}^2-\omega_{\rm TO}^2),
\qquad
\varepsilon_{\rm ion}=\varepsilon_\infty\left(\frac{\omega_{\rm LO}^2}{\omega_{\rm TO}^2}-1\right).
\]

For h-BN, take these openly rough sizes: in plane \(\varepsilon_\infty=5\), with TO and LO modes at 1400 and 1600 cm\(^{-1}\); out of plane \(\varepsilon_\infty=3\), with modes at 780 and 830 cm\(^{-1}\). Then

\[
\varepsilon_{{\rm ion},\parallel}\approx5\left[\left(\tfrac{1600}{1400}\right)^2-1\right]\approx1.5,
\qquad
\varepsilon_{{\rm ion},\perp}\approx3\left[\left(\tfrac{830}{780}\right)^2-1\right]\approx0.4 .
\]

The squared charge ratio follows from the left-hand relation, in which volume and mass cancel:

\[
\left(\frac{Z_\parallel}{Z_\perp}\right)^2\approx
\frac{5\,(1600^2-1400^2)}{3\,(830^2-780^2)}\approx12 .
\]

With a volume of about 18 Å\(^3\) per pair and a reduced mass of about 6.2 u, the magnitudes of the charges are about 2.6 and 0.7; the splitting does not fix their signs. The stiffness ratio is \((1400/780)^2\approx3.2\). The weighing is now plain: charge favours the in-plane direction by about 12, stiffness disfavours it by about 3, and a factor of nearly 4 remains. With equal charges the ratio would be about 0.3, and the order would be reversed.

Rounded inputs could mislead, since a splitting is a difference of similar numbers. Let \(\varepsilon_\infty\) vary by \(\pm0.5\) in both directions, the in-plane wavenumbers by \(\pm50\) cm\(^{-1}\), and the out-of-plane ones by \(\pm5\) cm\(^{-1}\), all independently. In the least favourable combination the ionic ratio is still 1.14 and the charge ratio 2.00. The order survives these intervals, but narrowly: if the out-of-plane interval is widened to about \(\pm9\) cm\(^{-1}\), the least favourable ionic ratio falls to 1. The size of the ratio is known only loosely.

The ionic part is one share of the total anisotropy. The static permittivities implied by these inputs are about 6.5 and 3.4. Of the difference of about 3.1, the electrons supply 2 and the lattice about 1.1. The rounding lowers the in-plane part: modes near 1365 and 1610 cm\(^{-1}\) would give about 1.9 to 2.0 in place of 1.5, and a lattice share near 1.5.

This analysis shows that the charges differ, but not why. For that, a microscopic model is needed.

## 4. The charge carried by the atom

Consider a flat honeycomb layer with one orbital per site. The cation orbital has energy \(+\Delta\), the anion orbital \(-\Delta\), and neighbouring orbitals are coupled by \(-t\). Each site has a core charge \(+1\), and two electrons per cell fill the lower band. Electron–electron interaction is not included explicitly. With \(\mathbf d_j\) pointing from cation to anion,

\[
H=\begin{pmatrix}\Delta&-f\\-f^*&-\Delta\end{pmatrix},\qquad
f=\sum_jt_je^{i\mathbf k\cdot\mathbf d_j}.
\]

Since \(H^2=(\Delta^2+|f|^2)\mathbb 1\), the bands lie at \(\pm E\), with \(E=\sqrt{\Delta^2+|f|^2}\). In the lower state \(|v\rangle\), let \(w_A\) and \(w_B\) be the weights on cation and anion. The projector on this state is \((1-H/E)/2\), and its diagonal elements give

\[
w_A=\tfrac12\left(1-\frac{\Delta}{E}\right),\qquad w_B=\tfrac12\left(1+\frac{\Delta}{E}\right).
\]

Two spins put \(1-\langle\Delta/E\rangle\) electrons on the cation, where the brackets denote the average over the Brillouin zone. Its net charge is therefore

\[
q=\left\langle\frac{\Delta}{E}\right\rangle .
\]

A cation that moves carries this static charge along. The carried contribution is the same in every direction, so it cannot make the Born charges differ.

## 5. The charge transferred through the bonds

An in-plane displacement also changes the bond lengths \(b_j\). Let the coupling vary as \(t_j=t\,e^{-\beta(b_j/a-1)}\). Moving the cation by \(u\) along \(x\) gives \(b_j\approx a-ud_{jx}/a\), so that at \(u=0\)

\[
\frac{\partial t_j}{\partial u}=\frac{\beta t}{a^2}d_{jx}.
\]

Bonds ahead of the cation strengthen and those behind it weaken. To find how far the electrons move as a result, let \(u\) change slowly and compute their current. Site positions are held fixed in this step, because the carried charge has already been counted.

Write the state as \(|v\rangle+c|c\rangle\), up to a phase, where \(|c\rangle\) is the upper state at the same \(\mathbf k\). The part of the time-dependent Schrödinger equation along \(|c\rangle\), to first order in \(\dot u\), is

\[
i\hbar\dot u\,\langle c|\partial_uv\rangle-Ec=Ec .
\]

Differentiating \(H|v\rangle=-E|v\rangle\) and projecting on \(|c\rangle\) gives \(\langle c|\partial_uv\rangle=-\langle c|\partial_uH|v\rangle/2E\). Hence

\[
c=-\frac{i\hbar\dot u}{4E^2}\langle c|\partial_uH|v\rangle .
\]

The velocity operator is \(\partial_{k_x}H/\hbar\). Its value in the unperturbed band averages to zero over the zone. The admixture adds \(2\,{\rm Re}[c\,\langle v|\partial_{k_x}H|c\rangle]/\hbar\). Dividing by \(\dot u\), and using \({\rm Re}(-iz)={\rm Im}\,z\), we obtain the electron shift per displacement for one spin at one \(\mathbf k\):

\[
\frac{dx}{du}=\frac1{2E^2}\,{\rm Im}\,\langle v|\partial_{k_x}H|c\rangle\langle c|\partial_uH|v\rangle .
\]

Now replace \(|c\rangle\langle c|\) by \(1-|v\rangle\langle v|\). The subtracted term is a product of two real expectation values and has no imaginary part. Both derivatives of \(H\) are off-diagonal, so their product is diagonal, with entries \(f_kf_u^*\) on the cation and \(f_k^*f_u\) on the anion; subscripts denote derivatives with respect to \(k_x\) and \(u\). Therefore

\[
{\rm Im}\langle v|\partial_{k_x}H\,\partial_uH|v\rangle
=(w_A-w_B)\,{\rm Im}(f_kf_u^*)
=-\frac{\Delta}{E}\,{\rm Im}(f_kf_u^*).
\]

Define \(S=\sum_jd_{jx}e^{i\mathbf k\cdot\mathbf d_j}\). Then \(f_k=itS\) and \(f_u=(\beta t/a^2)S\), so \({\rm Im}(f_kf_u^*)=\beta t^2|S|^2/a^2\). The electron shift is negative: electrons move opposite to the cation. Multiplying by their charge \(-1\) and by two spins gives a positive transferred charge,

\[
Z_{\rm tr}=\frac{\beta t^2\Delta}{a^2}\left\langle\frac{|S|^2}{E^3}\right\rangle,
\qquad Z_\parallel=q+Z_{\rm tr}.
\]

The sign has a direct picture. A shortened bond ahead of the cation shares more electron density, which flows back from the anion to the cation. A lengthened bond behind it returns density from the cation to the anion there. Both flows run against the motion, and both add to the positive dipole.

The core charges were a choice. Moving some core charge from anion to cation would change the carried charge equally in all directions. The difference between the in-plane and out-of-plane charges would not change, but their ratio would, and with it the ionic ratio of the model.

## 6. Why the out-of-plane motion has no such term

Raise the cations by \(u_z\). All anions remain at height zero, so the dipole normal to the layer is \(p_z/e=q(u_z)u_z\), and

\[
Z_\perp=\frac{d(p_z/e)}{du_z}=q+u_z\frac{dq}{du_z}.
\]

At the flat position the second term vanishes, and \(Z_\perp=q\). The bonds lie in the plane, so charge passed through them has no height to cross. Moreover, the bond lengths depend on \(u_z^2\), so the first-order change of \(q\) is itself zero.

Flatness is what matters here. In a layer already buckled by 0.5 Å, the numerical static charge is 0.56 but the Born charge is 0.66, because the tilted bonds now transfer charge vertically.

## 7. Two limits of the transferred charge

**Small gap.** For \(\Delta\ll t\), the average is dominated by the two zone corners, where \(f=0\). There the three bond phases differ by thirds of a turn, so \(|S|=a(1+\tfrac12)=3a/2\). At a small distance \(\kappa\) from a corner, \(|f|=s\kappa\) with \(s=3ta/2\). The cell area is \(A=3\sqrt3a^2/2\), and the needed integral is

\[
\int\frac{d^2\kappa}{(\Delta^2+s^2\kappa^2)^{3/2}}=\frac{2\pi}{s^2\Delta}.
\]

With two corners and the zone average \(A\int d^2k/4\pi^2\),

\[
Z_{\rm tr}\to\frac{\beta t^2}{a^2}\,\frac{9a^2}{4}\,\frac{2A}{4\pi^2}\,\frac{2\pi}{9t^2a^2/4}
=\frac{\beta A}{\pi a^2}=\frac{3\sqrt3}{2\pi}\beta .
\]

For \(\beta=3\) this is 2.481; extrapolating the full zone average from two small gaps gives 2.482. Meanwhile \(q\to0\). A layer with hardly any static charge can therefore have a large in-plane Born charge. The limit assumes that the vibration remains slow compared with the gap frequency, so it does not apply at \(\Delta=0\).

**Large gap.** For \(\Delta\gg t\), \(E\approx\Delta\) and \(q\to1\). The zone average removes cross terms between different bonds, so \(\langle|S|^2\rangle=\sum_jd_{jx}^2=3a^2/2\), and

\[
Z_{\rm tr}\to\frac{3\beta t^2}{2\Delta^2}\to0 .
\]

The two Born charges then become equal. If the in-plane mode is still stiffer, the out-of-plane ionic contribution is the larger. A flat polar layer does not by itself guarantee the order found in h-BN. In this model the order requires enough charge transfer through the bonds; Section 9 names another route that the model leaves out.

## 8. Weighing the terms in a model crystal

Take \(a=1.5\) Å, a layer spacing of 3.5 Å, \(t=2.5\) eV, \(\Delta=2\) eV and \(\beta=3\). The volume per pair is 20.46 Å\(^3\). Choose stiffnesses of 45 eV/Å\(^2\) in plane and 15 eV/Å\(^2\) out of plane. These are round model parameters, not a fit to a material.

The zone averages give \(q=0.502\) and \(Z_{\rm tr}=1.633\), so \(Z_\parallel=2.136\) and \(Z_\perp=0.502\). With \(e/\varepsilon_0=180.95\) V Å,

\[
\varepsilon_{{\rm ion},\parallel}=\frac{180.95\times2.136^2}{20.46\times45}\approx0.897,
\qquad
\varepsilon_{{\rm ion},\perp}=\frac{180.95\times0.502^2}{20.46\times15}\approx0.149 .
\]

The squared charge ratio is 18.1 and the stiffness ratio is 3, leaving an ionic ratio of 6.0. With equal charges it would be 0.33.

The in-plane value can be divided further by expanding \((q+Z_{\rm tr})^2\). The term \(q^2\) gives 0.050, the cross term \(2qZ_{\rm tr}\) gives 0.323, and \(Z_{\rm tr}^2\) gives 0.524. The carried charge alone would leave the in-plane response at one third of the out-of-plane one. The cross term belongs to both charges jointly, so no unique percentage can be assigned to either.

These results were tested on finite ribbons of the layer, using differences between two widths to remove the edges. The dipoles of displaced ribbons reproduce both Born charges, and the force per field gives the in-plane charge again. When \(\beta\) is set to zero, the in-plane charge falls to 0.502, the static value: the excess comes from the modulation of the bonds. Relaxing the atoms in a field raises the in-plane permittivity from 3.075 to 3.971, in agreement with the ionic formula. Imposing zero displacement field gives a longitudinal stiffness of 58.12 eV/Å\(^2\), as Section 3 requires. (In the printed line for this test, \(D=0\) refers to the displacement field, not to the half gap.) The numerical output lists these comparisons.

## 9. What carries over to h-BN

The mode analysis of Section 3 applies to h-BN directly, within harmonic response and the rough inputs. The honeycomb model supplies a possible mechanism for the charge difference. It omits explicit σ electrons, dipoles formed within an atom, coupling between layers and microscopic local fields, all of which can alter the charges. Its flat layer has no electronic polarizability across the plane, whereas h-BN has \(\varepsilon_\infty\approx3\) there. Local fields alone can also split the charges. Point ions in the h-BN geometry, with no transfer through bonds and an isotropic polarizability volume of only 0.4 Å\(^3\) on the anion, give \(Z_\parallel/Z_\perp\approx2\), above the frequency ratio of 1.8. Bond transfer is therefore one route to the observed order, not the only one. That its charges resemble the rough h-BN values is not a quantitative confirmation, since its parameters and core charges were chosen.

For a film of a few layers, \(V\) requires a convention for the thickness. Across the film, this choice also sets the macroscopic field inside, so \(Z_\perp\), \(K_\perp\) and the ionic ratio depend on it. The surfaces may change the charges and stiffnesses as well. The bulk ratio should therefore not be assumed for a film. For the bulk crystal, the criterion is that of Section 2: the squared charge ratio must exceed the stiffness ratio.

## Table of computed values

```
MODEL CRYSTAL (round parameters)
bond length, layer spacing: 1.5, 3.5 angstrom
volume per pair: 20.46 angstrom^3
hopping t, half gap D: 2.5, 2.0 eV
hopping decay beta: 3.0 (no unit)
stiffness in, out: 45, 15 eV/angstrom^2
e/eps0: 180.95 V angstrom
static charge q: 0.5024 e
bond-transfer charge: 1.6334 e
Born charge in plane, formula: 2.1358 e
Born charge in plane, ribbon dipole: 2.1358 e
Born charge in plane, force per field: 2.1358 e
Born charge out of plane, formula: 0.5024 e
Born charge out of plane, ribbon: 0.5024 e
in-plane Born charge with beta = 0, ribbon: 0.5024 e
buckling height in test: 0.5 angstrom
buckled: static charge, Born charge: 0.5555, 0.6599 e
small-gap transfer, numeric: 2.482 e
small-gap transfer, formula: 2.481 e
test field: 0.002 V/angstrom
relaxed displacement in that field: 9.493e-05 angstrom
in-plane eps_inf, eps_static of ribbon: 3.0748, 3.9714
ionic part in plane, formula: 0.8965 (no unit)
ionic part in plane, relaxed ribbon: 0.8966 (no unit)
ionic part out of plane, formula: 0.1488 (no unit)
Born charge ratio in/out: 4.252
squared Born charge ratio: 18.076
stiffness ratio in/out: 3.000
ionic ratio in/out: 6.025
ionic ratio if charges were equal: 0.333
LO stiffness at D=0, ribbon: 58.121 eV/angstrom^2
LO stiffness, formula: 58.121 eV/angstrom^2
H-BN FROM ROUGH SIZES (not precise data)
lattice constant, spacing: 2.5, 3.3 angstrom
volume per pair: 17.9 angstrom^3
reduced mass from 11 and 14 u: 6.16 u
in plane eps_inf: 5 +/- 0.5
in plane TO: 1400 +/- 50 cm^-1
in plane LO: 1600 +/- 50 cm^-1
out of plane eps_inf: 3 +/- 0.5
out of plane TO: 780 +/- 5 cm^-1
out of plane LO: 830 +/- 5 cm^-1
ionic part in, out: 1.5, 0.4 (rough)
Born charge in, out: 2.6, 0.7 e (rough)
stiffness ratio in/out: 3.2 (rough)
ionic ratio if charges were equal: 0.3 (rough)
least ionic ratio within rounding: 1.14
least Born charge ratio within rounding: 2.00
```
